# Spin denominator and Hartree–Fock error in zero-field splitting: a program that tests the result

```python
# Result under test: for H_S = S.D.S = D[Sz^2 - S(S+1)/3] + E(Sx^2 - Sy^2), the state with M = S
# along unit vector n has energy W(n) = const + S(S-1/2) n.D.n, so that
#   D = [W(z) - (W(x)+W(y))/2] / [S(S-1/2)],  E = [W(x)-W(y)] / [2 S(S-1/2)]   (not S^2).
# Model: d shell, H = sum eps_p n_p - J S^2 + K L^2 + zeta sum l.s, real orbitals ordered
# xy, xz, yz, z2, x2-y2; energies in cm^-1. "GHF" = generalized Hartree-Fock with spin along an
# axis, "exact" = full diagonalization, "vW" = denominator S(S-1/2), "PK" = denominator S^2.
import itertools
import numpy as np
from scipy.linalg import expm, polar
from scipy.special import eval_legendre
from scipy import constants as sc

rng = np.random.default_rng(1)
KELVIN = sc.h * sc.c * 100 / sc.k

def spin_mats(S):
    m = S - np.arange(round(2 * S) + 1)
    up = np.diag(np.sqrt(S * (S + 1) - m[1:] * (m[1:] + 1)), 1).astype(complex)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m).astype(complex)]

def coherent(S, th, ph):
    s = spin_mats(S)
    return (expm(-1j * ph * s[2]) @ expm(-1j * th * s[1]))[:, 0]

def unit(th, ph):
    return np.array([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph), np.cos(th)])

AXES = [(np.pi / 2, 0.0), (np.pi / 2, np.pi / 2), (0.0, 0.0)]

# ---- coherent-state expectation values from explicit matrices
for twoS in range(1, 11):
    S = twoS / 2
    s = spin_mats(S)
    th, ph = rng.uniform(0, np.pi), rng.uniform(0, 2 * np.pi)
    n, v = unit(th, ph), coherent(S, th, ph)
    T = rng.normal(size=(3, 3)); T = T + T.T
    HS = sum(T[k, l] * s[k] @ s[l] for k in range(3) for l in range(3))
    assert abs(v.conj() @ HS @ v - (S * (S - .5) * n @ T @ n + S / 2 * np.trace(T))) < 1e-10
    assert abs(v.conj() @ s[0] @ s[1] @ v - (S * (S - .5) * n[0] * n[1] + .5j * S * n[2])) < 1e-10
    X, z2, one = S * (S + 1), s[2] @ s[2], np.eye(twoS + 1)
    O40 = 35 * z2 @ z2 - (30 * X - 25) * z2 + (3 * X * X - 6 * X) * one
    assert abs(v.conj() @ O40 @ v
               - 8 * S * (S - .5) * (S - 1) * (S - 1.5) * eval_legendre(4, n[2])) < 1e-8
    if twoS == 1:
        assert np.allclose(HS, np.trace(T) / 4 * one, atol=1e-12)

# ---- one-electron operators (spin-orbital index = 2*orbital + spin)
r = 1 / np.sqrt(2)
U = np.zeros((5, 5), complex)          # rows: m = 2,1,0,-1,-2
U[4, 0], U[0, 0] = 1j * r, -1j * r
U[3, 1], U[1, 1] = r, -r
U[3, 2], U[1, 2] = 1j * r, 1j * r
U[2, 3] = 1
U[4, 4], U[0, 4] = r, r
lorb = [U.conj().T @ a @ U for a in spin_mats(2)]
assert all(abs(a.real).max() < 1e-12 for a in lorb)
lam2 = np.array([abs(a) ** 2 for a in lorb])
half = spin_mats(0.5)
s1 = [np.kron(np.eye(5), a) for a in half]
l1 = [np.kron(a, np.eye(2)) for a in lorb]
so1 = sum(a @ b for a, b in zip(l1, s1))
h1 = lambda eps: np.kron(np.diag(np.array(eps, float)), np.eye(2)).astype(complex)

class Sector:
    def __init__(self, N):
        self.dets = list(itertools.combinations(range(10), N))
        self.masks = [sum(1 << p for p in d) for d in self.dets]
        self.index = {m: i for i, m in enumerate(self.masks)}
        self.S = [self.op(a) for a in s1]
        self.S2 = sum(a @ a for a in self.S)
        self.L2 = sum(a @ a for a in [self.op(b) for b in l1])
        self.so = self.op(so1)
    def op(self, o):
        nz = [(int(p), int(q)) for p, q in zip(*np.nonzero(abs(o) > 1e-14))]
        M = np.zeros((len(self.masks),) * 2, complex)
        for col, m in enumerate(self.masks):
            for p, q in nz:
                if not (m >> q) & 1:
                    continue
                m1 = m ^ (1 << q)
                if (m1 >> p) & 1:
                    continue
                par = bin(m1 & ((1 << q) - 1)).count('1') + bin(m1 & ((1 << p) - 1)).count('1')
                M[self.index[m1 | (1 << p)], col] += (-1) ** par * o[p, q]
        return M
    def state(self, C):
        return np.array([np.linalg.det(C[list(d), :]) for d in self.dets])

SEC = {N: Sector(N) for N in (2, 3, 4, 5)}

def orbitals(somo, docc, th, ph):
    e, up = np.eye(5), coherent(.5, th, ph)
    cols = [np.kron(e[i], up) for i in somo]
    cols += [np.kron(e[c], sg) for c in docc for sg in np.eye(2)]
    return np.array(cols, complex).T

class Model:
    def __init__(self, eps, J, somo, docc=(), K=0.0):
        self.eps, self.J, self.somo, self.docc, self.K = eps, J, somo, docc, K
        self.S, self.N = len(somo) / 2, len(somo) + 2 * len(docc)
        if self.N > 1:
            f = self.f = SEC[self.N]
            self.H0 = f.op(h1(eps)) - J * f.S2 + K * f.L2
            vs = [f.state(orbitals(somo, docc, 0., 0.))]
            for _ in somo:
                w = (f.S[0] - 1j * f.S[1]) @ vs[-1]
                vs.append(w / np.linalg.norm(w))
            self.P = np.array(vs).T
    def heff(self, z):                  # des Cloizeaux effective Hamiltonian
        e, V = np.linalg.eigh(self.H0 + z * self.f.so)
        d = self.P.shape[1]
        W = polar(self.P.conj().T @ V[:, :d])[0]
        return W @ np.diag(e[:d]) @ W.conj().T
    def second_order_op(self):          # -V Q (H0-E0)^-1 Q V per zeta^2
        e, V = np.linalg.eigh(self.H0)
        E0 = (self.P[:, 0].conj() @ self.H0 @ self.P[:, 0]).real
        q = abs(e - E0) > 1e-3
        assert (~q).sum() == self.P.shape[1]
        B = V[:, q].conj().T @ self.f.so
        return -B.conj().T @ (B / (e[q] - E0)[:, None])
    def ghf(self, z):
        h = h1(self.eps) + z * so1
        sq = [(-self.J, o) for o in s1] + ([(self.K, o) for o in l1] if self.K else [])
        out = []
        for th, ph in AXES:
            C = orbitals(self.somo, self.docc, th, ph)
            for it in range(5000):
                P = C @ C.conj().T
                F = h + sum(w * (2 * np.trace(o @ P) * o + o @ o - 2 * o @ P @ o) for w, o in sq)
                if abs(F @ P - P @ F).max() < 1e-8:
                    break
                C = np.linalg.eigh(F + (self.J + 5000) * (np.eye(10) - P))[1][:, :self.N]
            assert it < 4999
            sv = np.array([np.trace(o @ P).real for o in s1])
            assert np.linalg.norm(np.cross(sv, unit(th, ph))) < 1e-6
            E = (np.trace(h @ P) + sum(w * (np.trace(o @ P) ** 2 + np.trace(o @ o @ P)
                                            - np.trace(o @ P @ o @ P)) for w, o in sq)).real
            if self.N > 1:              # same energy from the many-body matrix
                v = self.f.state(C)
                assert abs((v.conj() @ (self.H0 + z * self.f.so) @ v).real - E) < 1e-7
            out.append(E)
        return np.array(out)
    def closed(self, exact):            # n-dependent energy per zeta^2 along x, y, z
        S, J, e = self.S, self.J, self.eps
        M = np.zeros(3)
        for i in self.somo:
            for p in range(5):
                d = e[p] - e[i]
                if p in self.somo:
                    if p != i:
                        M += lam2[:, p, i] / 4 / (d + 2 * J * S)
                else:
                    gap = 2 * J * S if exact else J * (2 * S - 1)
                    M -= lam2[:, p, i] / 4 * J * (2 * S - 1) / (d * (d + gap))
        return M

def order2(f, z=20.0):                  # zeta^2 coefficient; error of order zeta^4
    f0 = f(0.0)
    ev = lambda t: (f(t) + f(-t)) / 2 - f0
    return (16 * ev(z) - ev(2 * z)) / (12 * z * z)

def fit(H, S):
    x, y, z = spin_mats(S)
    one = np.eye(len(z))
    B = [one, z @ z - S * (S + 1) / 3 * one, x @ x - y @ y, x @ y + y @ x, x @ z + z @ x, y @ z + z @ y]
    A = np.array([b.ravel() for b in B]).T
    c = np.linalg.lstsq(A, H.ravel(), rcond=None)[0]
    return c[1:3].real, abs(A @ c - H.ravel()).max() + abs(c[3:]).max()

def de(W, den):
    return np.array([W[2] - (W[0] + W[1]) / 2, (W[0] - W[1]) / 2]) / den

def close(a, b, tol):
    return abs(np.asarray(a) - b).max() < tol * abs(np.asarray(b)).max()

eps, J, zeta = [0, 1000, 2000, 8000, 10000], 6000.0, 300.0
print("eps(xy,xz,yz,z2,x2-y2) =", eps, "cm^-1")
print(f"J = {J:.0f} cm^-1, zeta = {zeta:.0f} cm^-1, 1 cm^-1 = {KELVIN:.5f} K")
for k, a in enumerate("xyz"):
    print(f"|l_{a}|^2 pairs:", [(p, q, round(float(lam2[k, p, q]), 6)) for p in range(5)
                               for q in range(p + 1, 5) if lam2[k, p, q] > 1e-9])
print("second order, cm^-1: N S D_exact E_exact D_vW E_vW D_PK E_PK")
for N in (2, 3, 4, 5):
    m = Model(eps, J, list(range(N)))
    S = m.S
    ex, res = fit(order2(m.heff), S)
    assert res < 1e-4 * abs(ex).max()                       # only ranks 0 and 2
    assert close(de(m.closed(True), S * (S - .5)), ex, 1e-4)
    assert not close(de(m.closed(True), S * S), ex, 0.1)
    Wm = order2(m.ghf)
    assert close(de(Wm, 1), de(m.closed(False), 1), 1e-4)
    G = m.second_order_op()
    Dt = np.diag([-ex[0] / 3 + ex[1], -ex[0] / 3 - ex[1], 2 * ex[0] / 3])
    a, b = [], []
    for _ in range(4):                                      # determinants along random n
        th, ph = rng.uniform(0, np.pi), rng.uniform(0, 2 * np.pi)
        v, n = m.f.state(orbitals(m.somo, (), th, ph)), unit(th, ph)
        assert abs(abs((m.P @ coherent(S, th, ph)).conj() @ v) - 1) < 1e-10
        a.append((v.conj() @ G @ v).real); b.append(S * (S - .5) * n @ Dt @ n)
    assert close(np.diff(a), np.diff(b), 1e-4)
    vals = np.concatenate([ex, de(Wm, S * (S - .5)), de(Wm, S * S)]) * zeta ** 2
    print(f"  d{N} {S:.1f} " + " ".join(f"{t:.5f}" for t in vals))
    assert close(de(Wm, S * (S - .5)), ex, 1e-4) == (N == 5)  # mean field exact only if half filled

# ---- half-filled shell with a further spin-free interaction
mk = Model(eps, J, list(range(5)), K=100.0)
exk, vwk = fit(order2(mk.heff), 2.5)[0], de(order2(mk.ghf), 5.0)
assert close(vwk, exk, 1e-4) and not close(exk, ex, 1e-3)
print(f"d5, K = {mk.K:.0f} cm^-1: D_exact = {exk[0]*zeta**2:.5f}, D_vW = {vwk[0]*zeta**2:.5f} cm^-1")

# ---- worked example d5 at finite zeta
m = Model(eps, J, list(range(5))); S = m.S
W = m.ghf(zeta) - m.ghf(0.0)
full, vw, pk = fit(m.heff(zeta), S)[0], de(W, S * (S - .5)), de(W, S * S)
print("d5 second-order n-dependent part x,y,z =", np.round(m.closed(True) * zeta ** 2, 5), "cm^-1")
print("d5 GHF energy shift x,y,z =", np.round(W, 5), "cm^-1")
print(f"d5 W(z)-(W(x)+W(y))/2 = {de(W,1)[0]:.5f}, (W(x)-W(y))/2 = {de(W,1)[1]:.5f} cm^-1")
print(f"d5 S(S-1/2) = {S*(S-.5):.2f}, S^2 = {S*S:.2f}, ratio = {(S-.5)/S:.3f}")
x, y, z = spin_mats(S)
lev = np.linalg.eigvalsh(m.H0 + zeta * m.f.so)[:6]
gaps = lambda e: np.array([e[2] - e[0], e[4] - e[0]])
gap_of = lambda c: gaps(np.linalg.eigvalsh(c[0] * z @ z + c[1] * (x @ x - y @ y)))
for name, c in (("exact", full), ("vW", vw), ("PK", pk)):
    print(f"d5 {name}: D = {c[0]:.5f} cm^-1 = {c[0]*KELVIN:.5f} K, E = {c[1]:.5f} cm^-1")
print("d5 doublet gaps, diagonalization =", np.round(gaps(lev), 5), "cm^-1")
print("d5 doublet gaps, vW =", np.round(gap_of(vw), 5), " PK =", np.round(gap_of(pk), 5), "cm^-1")
# 2 percent: fourth-order and rank-4 terms at finite zeta
assert close(vw, full, 0.02) and close(gap_of(vw), gaps(lev), 0.02)
assert not close(gap_of(pk), gaps(lev), 0.15)

# ---- d3 with degenerate occupied orbitals: both limits of J
eps3 = [0, 0, 0, 8000, 10000]
print("d3 scan, eps =", eps3, "cm^-1: J/cm^-1, D_vW/D_exact, D_PK/D_exact")
rat = []
for Js in (10.0, 1e3, 6e3, 1e5, 1e7):
    m = Model(eps3, Js, [0, 1, 2])
    Dex = fit(m.P.conj().T @ m.second_order_op() @ m.P, 1.5)[0][0]
    num = de(m.closed(False), 1)[0]
    rat.append((num / 1.5 / Dex, num / 2.25 / Dex))
    print(f"  {Js:.0f} {rat[-1][0]:.4f} {rat[-1][1]:.4f}")
assert abs(rat[0][0] - 1) < 1e-2 and abs(rat[-1][1] - 1) < 1e-2

# ---- S = 1/2
W1 = Model(eps, J, [0]).ghf(zeta)
assert np.ptp(W1) < 1e-7
print(f"d1 GHF spread over axes = {np.ptp(W1):.1e} cm^-1")
def frozen(Xs):
    return lambda t: np.array([np.linalg.eigvalsh(h1(eps) - Xs * s1[k] + t * so1)[0] for k in range(3)])
Xs = 6000.0
cf = -sum(lam2[:, a, 0] / 4 * Xs / (eps[a] * (eps[a] + Xs)) for a in range(1, 5))
w1 = order2(frozen(Xs))
assert close(de(w1, 1), de(cf, 1), 1e-4)
assert np.ptp(frozen(0.0)(zeta)) < 1e-8
print(f"d1 uncoupled sum, X = {Xs:.0f} cm^-1, second order: W(z)-W(x) = {(w1[2]-w1[0])*zeta**2:.4f} cm^-1")
epsd, Jd = [0, 8000, 20000, 26000, 32000], 3000.0
m = Model(epsd, Jd, [1], docc=(0,))
lev = np.linalg.eigvalsh(m.H0 + zeta * m.f.so)
assert lev[1] - lev[0] < 1e-8
G = m.P.conj().T @ m.second_order_op() @ m.P
assert abs(G - G[0, 0] * np.eye(2)).max() < 1e-12
cf = sum(lam2[:, a, 0] / 2 * Jd ** 2 / ((epsd[a] - Jd) * (epsd[a] - 2 * Jd) * (epsd[a] - 3 * Jd))
         for a in (2, 3, 4))
wd = order2(m.ghf)
assert close(de(wd, 1), de(cf, 1), 1e-4) and np.ptp(wd) * zeta ** 2 > 1e-2
print("doublet xy^2 xz^1: eps =", epsd, f"cm^-1, J = {Jd:.0f} cm^-1")
print(f"doublet exact Kramers splitting = {lev[1]-lev[0]:.1e} cm^-1")
print(f"doublet GHF second order: W(y)-W(x) = {(wd[1]-wd[0])*zeta**2:.5f}, "
      f"W(z)-W(x) = {(wd[2]-wd[0])*zeta**2:.5f} cm^-1")
print("done: every assertion held")
```

It prints:

```
eps(xy,xz,yz,z2,x2-y2) = [0, 1000, 2000, 8000, 10000] cm^-1
J = 6000 cm^-1, zeta = 300 cm^-1, 1 cm^-1 = 1.43878 K
|l_x|^2 pairs: [(0, 1, 1.0), (2, 3, 3.0), (2, 4, 1.0)]
|l_y|^2 pairs: [(0, 2, 1.0), (1, 3, 3.0), (1, 4, 1.0)]
|l_z|^2 pairs: [(0, 4, 4.0), (1, 2, 1.0)]
second order, cm^-1: N S D_exact E_exact D_vW E_vW D_PK E_PK
  d2 1.0 -20.87372 12.35705 -35.20960 17.66427 -17.60480 8.83214
  d3 1.5 1.64165 -0.40230 2.28820 -0.56407 1.52547 -0.37605
  d4 2.0 -3.12360 -0.06271 -3.35258 -0.07305 -2.51444 -0.05479
  d5 2.5 0.07852 -0.01102 0.07852 -0.01102 0.06281 -0.00881
d5, K = 100 cm^-1: D_exact = 0.07168, D_vW = 0.07168 cm^-1
d5 second-order n-dependent part x,y,z = [7.804   7.91416 8.25167] cm^-1
d5 GHF energy shift x,y,z = [-16.1679  -16.06188 -15.7169 ] cm^-1
d5 W(z)-(W(x)+W(y))/2 = 0.39799, (W(x)-W(y))/2 = -0.05301 cm^-1
d5 S(S-1/2) = 5.00, S^2 = 6.25, ratio = 0.800
d5 exact: D = 0.07962 cm^-1 = 0.11455 K, E = -0.01060 cm^-1
d5 vW: D = 0.07960 cm^-1 = 0.11452 K, E = -0.01060 cm^-1
d5 PK: D = 0.06368 cm^-1 = 0.09162 K, E = -0.00848 cm^-1
d5 doublet gaps, diagonalization = [0.1843  0.49397] cm^-1
d5 doublet gaps, vW = [0.18476 0.49393]  PK = [0.14781 0.39514] cm^-1
d3 scan, eps = [0, 0, 0, 8000, 10000] cm^-1: J/cm^-1, D_vW/D_exact, D_PK/D_exact
  10 1.0017 0.6678
  1000 1.1349 0.7566
  6000 1.3788 0.9192
  100000 1.4985 0.9990
  10000000 1.5000 1.0000
d1 GHF spread over axes = 2.7e-12 cm^-1
d1 uncoupled sum, X = 6000 cm^-1, second order: W(z)-W(x) = 15.9107 cm^-1
doublet xy^2 xz^1: eps = [0, 8000, 20000, 26000, 32000] cm^-1, J = 3000 cm^-1
doublet exact Kramers splitting = 2.7e-12 cm^-1
doublet GHF second order: W(y)-W(x) = 0.15470, W(z)-W(x) = 0.09341 cm^-1
done: every assertion held
```
